# Why Kirkendall Markers Need Not Lie at the Matano Plane

**Comment on the choice of origin in a diffusion-couple analysis**

The argument under review runs as follows. Two metals A and B were joined with inert wires at the contact and then annealed. The Matano plane is the original contact plane. The wires were put at the contact and do not diffuse, so they mark the Matano plane. The author therefore measures distance from the wires and extracts the interdiffusion coefficient from the composition profile.

The first premise can be accepted under conditions given below. The doubtful step is the second: does an object that does not diffuse through the lattice also stay at rest relative to the ends of the couple?

**Two frames and one velocity**

Let $N(x,t)$ be the site fraction of A, equal to 1 far to the left and 0 far to the right. The origin $x=0$ is the original contact, in a frame fixed to the undiffused ends. I assume that diffusion and volume changes occur along $x$ alone, that the volume per site is constant, that vacancies are kept at their small equilibrium fraction by sources and sinks, and that no pores form.

Relative to the lattice, the fluxes divided by the site density are

$$J_A=-D_A\frac{\partial N}{\partial x},\qquad J_B=+D_B\frac{\partial N}{\partial x}.$$

The second sign is positive because the fraction of B is $1-N$. The intrinsic diffusivities $D_A$ and $D_B$ may depend on $N$.

If the lattice moves with velocity $v$, the total flux in the end-fixed frame is $J_A+J_B+v$. A constant site density forbids accumulation, so this sum is independent of $x$. It vanishes in the undiffused ends and hence everywhere:

$$v=-(J_A+J_B)=\Delta\,\frac{\partial N}{\partial x},\qquad \Delta(N)=D_A-D_B .$$

The flux of A in the same frame is the intrinsic flux plus the A carried by the lattice:

$$J_A+Nv=-\left[D_A-N(D_A-D_B)\right]\frac{\partial N}{\partial x}=-\tilde D\,\frac{\partial N}{\partial x},$$

$$\tilde D=(1-N)D_A+ND_B .$$

The profile thus depends on the combination $\tilde D$, while the lattice velocity depends on the difference $\Delta$.

**What the Matano plane records**

The Matano plane $x_M$ is defined by $\int (x-x_M)\,dN=0$, taken over the whole profile. Integrating by parts on each side of $x_M$, with $N-1$ as the antiderivative on the left and $N$ on the right so that the boundary terms vanish, gives

$$\int_{-\infty}^{x_M}(1-N)\,dx=\int_{x_M}^{\infty}N\,dx .$$

For $x_M=0$ the left side is the A lost from the left half and the right side is the A gained by the right half. Conservation makes them equal, so $x_M=0$ is a solution. It is the only one, because raising $x_M$ by $\delta$ changes $\int(x-x_M)\,dN$ by $-\delta\int dN=+\delta$.

This confirms the first premise for constant site volume. The proof balances composition and does not ask which lattice planes now occupy $x=0$.

**Where the markers go**

Set $\xi=x/\sqrt t$ and let a prime on $N$ denote $d/d\xi$. Then $\partial N/\partial t=-(\xi/2t)N'$ and $\partial/\partial x=t^{-1/2}d/d\xi$, so conservation of A becomes

$$-\frac{\xi}{2}N'=(\tilde D N')' .$$

A marker moves with the lattice. Writing its position as $x=\xi\sqrt t$,

$$\frac{dx}{dt}=\sqrt t\,\frac{d\xi}{dt}+\frac{\xi}{2\sqrt t}=\frac{\Delta N'}{\sqrt t}.$$

Multiplying by $\sqrt t$ and rearranging gives

$$\frac{d\xi}{d\ln t}=f(\xi),\qquad f(\xi)=\Delta N'-\frac{\xi}{2}.$$

Far from the contact $N'$ vanishes, so $f$ is positive on the far left and negative on the far right. If $f$ has a single root $\xi_K$, markers placed close to the contact approach it in $\xi$ from both sides; their distance from $\xi_K\sqrt t$ in $x$ need not shrink, but it becomes small compared with $\sqrt t$. Taking the initial distance to zero gives the contact marker:

$$x_K=\xi_K\sqrt t=2t\,v(x_K,t).$$

The Matano plane is at $\xi=0$, where $f(0)=\Delta(N_M)N'(0)$ and $N_M$ is the composition there. The gradient cannot vanish: $q=\tilde DN'$ obeys $q'=-(\xi/2\tilde D)q$, so a zero at one point would make $q$ zero everywhere. For a single root, the planes therefore coincide if and only if

$$D_A(N_M)=D_B(N_M).$$

With several roots, markers starting on the left go to the leftmost root and those starting on the right to the rightmost. A row of markers may then split, and equality at $N_M$ no longer ensures that they stay at the Matano plane.

**Constant intrinsic diffusivities**

For constant $D_A$ and $D_B$, $d\tilde D/dN=-\Delta$. Expanding the profile equation gives

$$\tilde DN''-\Delta (N')^2=-\frac{\xi}{2}N'
\quad\Rightarrow\quad
\tilde DN''=N'f .$$

At a root of $f$, therefore, $N''=0$ and $f'=\Delta N''-1/2=-1/2$. Every crossing is downward, and a continuous function cannot cross downward twice without an upward crossing between, so the root is unique. Since $N'<0$, $N''$ is negative to its left and positive to its right. The marker sits at the steepest point of the profile.

When $\Delta$ is small compared with a mean diffusivity $D$, the profile is $N\approx\tfrac12\operatorname{erfc}(\xi/2\sqrt D)$ to lowest order, with $N'(0)=-1/(2\sqrt{\pi D})$. Then $\xi_K\approx2\Delta N'(0)$ gives

$$x_K\approx-\Delta\sqrt{\frac{t}{\pi D}} .$$

The displacement vanishes linearly with $\Delta$. It points towards the A-rich side when A is faster, because that side loses more atoms than it receives.

**A numerical case**

Take the round model values $D_A=0.010$ and $D_B=0.002\ \mu\mathrm{m^2/s}$, with $t=3.6\times10^5$ s (100 h), so $\sqrt t=600\ \mathrm{s^{1/2}}$. Solving the profile equation numerically by collocation gives $N_M=0.441$ and $\xi_K=-0.0630\ \mu\mathrm{m/s^{1/2}}$. Hence

$$x_K=-0.0630\times600\approx-37.8\ \mu\mathrm m .$$

The composition at the marker is 0.676 and the gradient is $-0.00656\ \mu\mathrm m^{-1}$. The lattice velocity there is $0.008\times(-0.00656)=-5.25\times10^{-5}\ \mu\mathrm{m/s}$, and $2tv$ returns the same displacement. At the Matano plane the velocity is $-4.5\times10^{-5}\ \mu\mathrm{m/s}$: lattice planes are passing through it.

The displacement can also be counted in atoms. The flux through the marker varies as $t^{-1/2}$, whose time integral is $2\sqrt t$. The gains of A and B to its left, expressed as thicknesses of lattice, are therefore

$$G_A=2tD_A\frac{\partial N}{\partial x}=-47.2\ \mu\mathrm m,\qquad
G_B=-2tD_B\frac{\partial N}{\partial x}=9.4\ \mu\mathrm m,$$

with the gradient taken at the marker. Their sum is $-37.8\ \mu$m. The marker moves because the material on its left has become thinner.

**One profile, different marker positions**

Could a more careful reading of the profile rescue the argument? For a given $\tilde D(N)$, choose any difference $\Delta(N)$ that leaves both of these positive:

$$D_A=\tilde D+N\Delta,\qquad D_B=\tilde D-(1-N)\Delta .$$

Substitution gives $(1-N)D_A+ND_B=\tilde D$, since the terms $\pm N(1-N)\Delta$ cancel. The profile is unchanged, but the lattice velocity is not.

Keep $\tilde D(N)$ and the anneal as above. With $\Delta=0$ the markers stay at $x=0$. With $\Delta=0.010\,(N-N_M)\ \mu\mathrm{m^2/s}$ the intrinsic diffusivities differ at every composition except $N_M$, and $f$, evaluated numerically, has one root. The contact marker again belongs at $x=0$, yet a marker that starts at $-40.0\ \mu$m ends at $-49.0\ \mu$m. A stationary contact marker is thus no proof that the lattice is at rest elsewhere. The steepest point is still at $-37.8\ \mu$m, so the rule for constant diffusivities does not carry over.

**What the wrong origin does to the analysis**

Integrating the profile equation from either end, with an assumed origin $\xi_0$, gives two estimates at the chosen composition:

$$D_{\rm left}=-\frac{1}{2N'}\int_{-\infty}^{\xi}(\eta-\xi_0)\frac{dN}{d\eta}\,d\eta,$$

$$D_{\rm right}=\frac{1}{2N'}\int_{\xi}^{\infty}(\eta-\xi_0)\frac{dN}{d\eta}\,d\eta .$$

For $\xi_0=0$ both equal $\tilde D$. The extra terms follow from $\int_{-\infty}^{\xi}dN=N-1$ and $\int_{\xi}^{\infty}dN=-N$:

$$D_{\rm left}=\tilde D-\frac{(1-N)\xi_0}{2N'},\qquad
D_{\rm right}=\tilde D+\frac{N\xi_0}{2N'} .$$

In the first couple at $N=0.5$, the true value is $0.0060\ \mu\mathrm{m^2/s}$. With the marker as origin, integration from the left gives 0.0016 and from the right 0.0104 in the same unit. The disagreement $\xi_0/(2N')$ is larger than the coefficient sought.

At the marker itself, $\xi_K/(2N')=\Delta$. The two estimates there become $\tilde D-(1-N)\Delta=D_B$ and $\tilde D+N\Delta=D_A$. The marker origin thus yields the intrinsic diffusivities at the marker composition, but neither one-sided estimate gives $\tilde D(N)$ along the profile. The origin terms cancel in the weighted sum $N D_{\rm left}+(1-N)D_{\rm right}=\tilde D$, which holds for any $\xi_0$.

**Bearing on real couples**

A diffusivity of $0.01\ \mu\mathrm{m^2/s}$, or $10^{-14}\ \mathrm{m^2/s}$, is a plausible order of magnitude for substitutional diffusion in a hot metal, and marker shifts of tens of micrometres are plausible for such an anneal. Constant intrinsic diffusivities over the full composition range are an idealization. Real couples can also form pores. If one tenth of the lattice thickness lost to the left of the marker remained there as pore volume, with the atom fluxes held fixed, the shift measured from the left end would fall by about $3.8\ \mu$m. The couple would also lengthen, so its two ends would no longer define the same origin. Unequal site volumes likewise require a balance written in concentrations and actual volumes. In a thin diffusion barrier, the profile may reach a free surface or another layer. The assumption of undiffused ends then no longer holds, and the $\sqrt t$ law for the markers is no longer assured.

**Recommendation**

When $\tilde D$ is taken from a one-sided integral, the origin should be found from the composition balance; the weighted two-sided sum needs no origin. The wire position should be reported as a separate measurement. Its distance from the Matano plane carries information on $D_A-D_B$ that the profile alone does not contain.

Numerical values quoted here were computed with a short program.
